# Equivalent Peak-Temperature Oxidation During a Linear Cooling Ramp: a numerical check

```python
# Result under test: oxidation during a linear cooling ramp T = T0 - r*t,
# expressed as an equivalent time at the peak temperature T0, is
#     t_eq = (T0/r) * g(x),  g(x) = 1 - x*exp(x)*E1(x),  x = E/(k*T0),
# for parabolic growth d(X^2)/dt = B(T) with activation energy E.
# The estimate k*T0^2/(E*r) is the large-x limit and an upper bound.
# X: oxide thickness; B: parabolic constant; B/A: linear rate constant,
# with activation energy E_lin. Units: min, K, eV, nm.
import numpy as np
import mpmath as mp
from scipy.constants import k as k_joule, e as charge
from scipy.integrate import quad, solve_ivp
from scipy.special import exp1

k = k_joule / charge
T0, r, E = 1273.0, 10.0, 1.24
B0 = 10000.0 / 60.0
A0, E_lin, X_start = 160.0, 2.0, 300.0
x = E / (k * T0)


def ratio(T, energy=E):
    """Arrhenius rate at T divided by its value at T0."""
    return np.exp(-energy / k * (1.0 / T - 1.0 / T0))


def g(z):
    return 1.0 - z * np.exp(z) * exp1(z)


def time_integral(temperature, t_end, energy=E):
    """Equivalent time from its definition, for any cooling curve."""
    return quad(lambda t: ratio(temperature(t), energy), 0.0, t_end,
                epsabs=1e-11, epsrel=1e-11, limit=300)[0]


def linear_ramp(t):
    return T0 - r * t


def growth_rate(T, X, A_peak):
    B = B0 * ratio(T)
    A = A_peak * ratio(T) / ratio(T, E_lin)
    return B / (A + 2.0 * X)


def ramp_growth(X0, A_peak):
    """Integrate thickness to 300 K; return gain and equivalent time."""
    sol = solve_ivp(
        lambda t, y: [growth_rate(linear_ramp(t), X0 + y[0], A_peak)],
        (0.0, (T0 - 300.0) / r), [0.0], method="DOP853",
        rtol=1e-11, atol=1e-14)
    assert sol.success
    gain = sol.y[0, -1]
    return gain, (gain * (2.0 * X0 + gain) + A_peak * gain) / B0


# Closed form against the definition and against the growth equation.
t_exact = T0 / r * g(x)
t_quad = time_integral(linear_ramp, (T0 - 50.0) / r)
assert abs(t_exact / t_quad - 1.0) < 1e-8
gain_par, t_ode = ramp_growth(X_start, 0.0)
_, t_ode_thin = ramp_growth(20.0, 0.0)
assert abs(t_ode / t_exact - 1.0) < 1e-7
assert abs(t_ode_thin / t_exact - 1.0) < 1e-7

# The simple estimate is exact when 1/T changes linearly in time.
t_simple = k * T0**2 / (E * r)
t_inverse = time_integral(lambda t: T0 / (1.0 + r * t / T0), 600.0)
assert abs(t_inverse / t_simple - 1.0) < 1e-8

# Bounds and expansion against the defining integral, scaled by s = x*u.
mp.mp.dps = 25


def scaled_integral(z):
    return mp.quad(lambda s: mp.exp(-s) / (1 + s / mp.mpf(z))**2,
                   [0, 2, 10, 30, 80])


for z in (0.5, 2.0, x, 40.0):
    value = float(scaled_integral(z)) / z
    assert 1.0 / (z + 2.0) < value < 1.0 / (z + 1.0) < 1.0 / z
z_big = 1000
second = (scaled_integral(z_big) - 1 + mp.mpf(2) / z_big) * z_big**2
assert abs(second - 6) < 0.03  # next term of the series is -24/z_big
t_low, t_high = T0 / (r * (x + 2.0)), T0 / (r * (x + 1.0))
assert t_low < t_quad < t_high < 11.0

# Time at which the parabolic constant has fallen to 1/e.
T_fold = T0 / (1.0 + 1.0 / x)
t_fold = (T0 - T_fold) / r
assert abs(ratio(linear_ramp(t_fold)) * np.e - 1.0) < 1e-10

# Ramp stopped at an unloading temperature.
T_end = 1073.0
tail = ratio(T_end) * T_end / r * g(E / (k * T_end))
t_stopped = time_integral(linear_ramp, (T0 - T_end) / r)
assert abs(t_exact - tail - t_stopped) < 1e-7

# Linear-parabolic growth: activation energy of the local growth rate.
fraction = A0 / (A0 + 2.0 * X_start)
E_eff = E + fraction * (E_lin - E)
h = 0.01
slope = (np.log(growth_rate(T0 + h, X_start, A0))
         - np.log(growth_rate(T0 - h, X_start, A0))) / (2.0 * h)
assert abs(k * T0**2 * slope / E_eff - 1.0) < 1e-6
gain_lp, t_lp = ramp_growth(X_start, A0)
gain_thin, t_lp_thin = ramp_growth(100.0, A0)
t_reaction = T0 / r * g(E_lin / (k * T0))
_, t_large_A = ramp_growth(X_start, 1.0e6)
# Finite A leaves a relative departure of order 2*X/A = 6e-4.
assert abs(t_large_A / t_reaction - 1.0) < 2e-3
assert t_reaction < t_lp_thin < t_lp < t_exact

# Wafer lagging a linearly cooled furnace with time constant lag.
lag = 1.0


def lagging_wafer(t):
    return T0 - r * (t - lag * (1.0 - np.exp(-t / lag)))


t_lag = time_integral(lagging_wafer, 120.0)
assert t_exact < t_lag < t_exact + lag

# Uncertain activation energy, and a higher one below a break temperature.
dE = 0.1
t_E_low = time_integral(linear_ramp, (T0 - 50.0) / r, E - dE)
t_E_high = time_integral(linear_ramp, (T0 - 50.0) / r, E + dE)
T_break, E_cold = 1223.0, 2.0
t_above = time_integral(linear_ramp, (T0 - T_break) / r)
t_below = quad(lambda T: ratio(T_break) * np.exp(
    -E_cold / k * (1.0 / T - 1.0 / T_break)) / r, 50.0, T_break,
    epsabs=1e-11, epsrel=1e-10, limit=300)[0]
t_break = t_above + t_below
assert t_break < t_exact

hold = X_start**2 / B0
hold_lp = (X_start**2 + A0 * X_start) / B0
gain_simple = np.sqrt(X_start**2 + B0 * t_simple) - X_start

print(f"Peak temperature T0: {T0:.0f} K")
print(f"Cooling rate r: {r:.0f} K/min")
print(f"Activation energy E: {E:.2f} eV")
print(f"Boltzmann constant k: {k:.6e} eV/K")
print(f"Thermal energy k*T0: {k*T0:.5f} eV")
print(f"x = E/(k*T0): {x:.4f} (no unit)")
print(f"g(x): {g(x):.6f} (no unit)")
print(f"Simple estimate k*T0^2/(E*r): {t_simple:.3f} min")
print(f"Lower bound T0/(r*(x+2)): {t_low:.3f} min")
print(f"Upper bound T0/(r*(x+1)): {t_high:.3f} min")
print(f"Exact t_eq, closed form: {t_exact:.4f} min")
print(f"Exact t_eq, time quadrature: {t_quad:.4f} min")
print(f"Exact t_eq, growth equation: {t_ode:.4f} min")
print(f"Exact t_eq converted: {60*t_exact:.0f} s")
print(f"Excess of simple estimate: {100*(t_simple/t_exact-1):.1f} %")
print(f"First correction -2/x: {-200/x:.1f} %")
print(f"Second correction 6/x^2: {600/x**2:.1f} %")
print(f"t_eq, 1/T linear in time: {t_inverse:.3f} min")
print(f"Temperature where B is B0/e: {T_fold:.1f} K")
print(f"Time when B is B0/e: {t_fold:.3f} min")
print(f"Parabolic constant B0: {60*B0:.0f} nm^2/h")
print(f"Parabolic constant B0 per minute: {B0:.2f} nm^2/min")
print(f"Starting thickness: {X_start:.0f} nm")
print(f"Parabolic hold to reach it from zero: {hold:.0f} min")
print(f"Gain in X^2 on cooling: {B0*t_exact:.1f} nm^2")
print(f"Gain in thickness on cooling: {gain_par:.3f} nm")
print(f"Gain from simple estimate: {gain_simple:.3f} nm")
print(f"Unloading temperature: {T_end:.0f} K")
print(f"B(unloading)/B0: {ratio(T_end):.4f} (no unit)")
print(f"Tail lost by unloading: {tail:.3f} min")
print(f"t_eq with unloading: {t_stopped:.3f} min")
print(f"Linear-term length A0 at T0: {A0:.0f} nm")
print(f"Activation energy of B/A: {E_lin:.2f} eV")
print(f"Reaction fraction f at 300 nm: {fraction:.4f} (no unit)")
print(f"Effective activation energy at 300 nm: {E_eff:.3f} eV")
print(f"Linear-parabolic hold to 300 nm: {hold_lp:.0f} min")
print(f"Linear-parabolic t_eq from 300 nm: {t_lp:.3f} min")
print(f"Linear-parabolic gain from 300 nm: {gain_lp:.3f} nm")
print(f"Linear-parabolic t_eq from 100 nm: {t_lp_thin:.3f} min")
print(f"Linear-parabolic gain from 100 nm: {gain_thin:.3f} nm")
print(f"Reaction-limited t_eq: {t_reaction:.3f} min")
print(f"Trial wafer lag: {lag:.1f} min")
print(f"t_eq with wafer lag: {t_lag:.3f} min")
print(f"Trial uncertainty in E: {dE:.1f} eV")
print(f"t_eq for E = {E-dE:.2f} eV: {t_E_low:.3f} min")
print(f"t_eq for E = {E+dE:.2f} eV: {t_E_high:.3f} min")
print(f"Trial break temperature: {T_break:.0f} K")
print(f"Trial activation energy below break: {E_cold:.1f} eV")
print(f"t_eq with activation break: {t_break:.3f} min")
print("verified")
```

Printed output:

```
Peak temperature T0: 1273 K
Cooling rate r: 10 K/min
Activation energy E: 1.24 eV
Boltzmann constant k: 8.617333e-05 eV/K
Thermal energy k*T0: 0.10970 eV
x = E/(k*T0): 11.3037 (no unit)
g(x): 0.075931 (no unit)
Simple estimate k*T0^2/(E*r): 11.262 min
Lower bound T0/(r*(x+2)): 9.569 min
Upper bound T0/(r*(x+1)): 10.346 min
Exact t_eq, closed form: 9.6660 min
Exact t_eq, time quadrature: 9.6660 min
Exact t_eq, growth equation: 9.6660 min
Exact t_eq converted: 580 s
Excess of simple estimate: 16.5 %
First correction -2/x: -17.7 %
Second correction 6/x^2: 4.7 %
t_eq, 1/T linear in time: 11.262 min
Temperature where B is B0/e: 1169.5 K
Time when B is B0/e: 10.346 min
Parabolic constant B0: 10000 nm^2/h
Parabolic constant B0 per minute: 166.67 nm^2/min
Starting thickness: 300 nm
Parabolic hold to reach it from zero: 540 min
Gain in X^2 on cooling: 1611.0 nm^2
Gain in thickness on cooling: 2.673 nm
Gain from simple estimate: 3.112 nm
Unloading temperature: 1073 K
B(unloading)/B0: 0.1216 (no unit)
Tail lost by unloading: 0.853 min
t_eq with unloading: 8.813 min
Linear-term length A0 at T0: 160 nm
Activation energy of B/A: 2.00 eV
Reaction fraction f at 300 nm: 0.2105 (no unit)
Effective activation energy at 300 nm: 1.400 eV
Linear-parabolic hold to 300 nm: 828 min
Linear-parabolic t_eq from 300 nm: 8.347 min
Linear-parabolic gain from 300 nm: 1.826 nm
Linear-parabolic t_eq from 100 nm: 7.532 min
Linear-parabolic gain from 100 nm: 3.454 nm
Reaction-limited t_eq: 6.321 min
Trial wafer lag: 1.0 min
t_eq with wafer lag: 10.624 min
Trial uncertainty in E: 0.1 eV
t_eq for E = 1.14 eV: 10.392 min
t_eq for E = 1.34 eV: 9.035 min
Trial break temperature: 1223 K
Trial activation energy below break: 2.0 eV
t_eq with activation break: 7.704 min
verified
```
